\section*{When two adjacent charge states of a defect are equally populated}

\section{Equal energies and equal numbers}

\textbf{Q.} I have a formation-energy diagram for selenium in silicon. The lines for Se$^{+}$ and Se$^{0}$ cross at 0.30~eV below the conduction edge. So if I put the Fermi energy there, half of the selenium atoms are neutral and half are singly charged. The two states cost the same energy, and concentration goes as $\exp(-E^f/kT)$. What could be wrong with that?

\textbf{A.} The crossing is right, and so is the exponential, provided we say what it counts. Let us write down what the diagram contains. Let $q$ be the charge of the defect in units of the elementary charge, so that raising $q$ by one removes an electron. Let $E_q$ be the ground-state energy in charge state $q$, zero-point vibration included. A removed electron goes to a reservoir at the Fermi energy $E_F$, so
\begin{equation}
E^f_q = C + E_q + qE_F .
\end{equation}
The constant $C$ holds the cost of the atoms exchanged to make the defect. It is the same for all $q$, because the charge states differ in electrons and not in atoms. The lines for $q$ and $q+1$ meet where
\begin{equation}
E_q+qE_F=E_{q+1}+(q+1)E_F .
\end{equation}
Subtracting $E_{q+1}+qE_F$ from both sides gives the zero-temperature transition level,
\begin{equation}
\varepsilon(q{+}1/q)=E_q-E_{q+1}.
\end{equation}
So far there is no temperature and no population in the argument.

\textbf{Q.} Then the Boltzmann factor supplies the population.

\textbf{A.} It supplies the probability of one microstate. Suppose the defect is in one particular quantum state, with energy $E$ and $N$ electrons. The crystal around it then has energy $E_t-E$ and $N_t-N$ electrons, and the probability is proportional to the number of crystal states, $\exp(S/k)$. For a large crystal $\partial S/\partial E=1/T$ and $\partial S/\partial N=-E_F/T$, so to first order
\begin{equation}
S(E_t-E,\,N_t-N)=S(E_t,N_t)-\frac{E}{T}+\frac{E_FN}{T}.
\end{equation}
The weight of that single state is therefore $\exp[-(E-E_FN)/kT]$. If the neutral defect has $N_0$ electrons, then $N=N_0-q$ and
\begin{equation}
E-E_FN=E_q+qE_F-E_FN_0 .
\end{equation}
The last term is common to all charge states. Each microstate thus has weight $\exp(-E^f_q/kT)$, up to a common factor. If charge state $q$ has $g_q$ ground microstates of the same energy, we add $g_q$ equal weights:
\begin{equation}
N_q\propto g_q\,e^{-E^f_q/kT}.
\end{equation}
From here on $N_q$ is the number of defects in charge state $q$. I have assumed that the defects are dilute enough to be independent, and that excited states are too high to matter.

\textbf{Q.} So equal formation energies give equal numbers only if the two states have equally many microstates?

\textbf{A.} Yes. Divide the two populations. Since $E^f_{q+1}-E^f_q=E_{q+1}-E_q+E_F=E_F-\varepsilon$,
\begin{equation}
\frac{N_{q+1}}{N_q}=\frac{g_{q+1}}{g_q}\,
\exp\!\left[\frac{\varepsilon(q{+}1/q)-E_F}{kT}\right].
\label{ratio}
\end{equation}
At $E_F=\varepsilon$ the exponential is 1 and the ratio is $g_{q+1}/g_q$. To make the populations equal, set the left side to 1 and take the logarithm:
\begin{equation}
0=\ln\frac{g_{q+1}}{g_q}+\frac{\varepsilon-E_F}{kT}
\quad\Rightarrow\quad
E_F^{\times}=\varepsilon(q{+}1/q)+kT\ln\frac{g_{q+1}}{g_q}.
\label{cross}
\end{equation}
The sign makes sense. If the more positive state has more microstates, it is favoured at $\varepsilon$, and the Fermi energy must rise to push electrons back in.

\textbf{Q.} Is my diagram wrong, then?

\textbf{A.} No, it is a diagram of energies. You can turn it into one of populations by plotting $E^f_q-kT\ln g_q$, because $N_q\propto\exp[-(E^f_q-kT\ln g_q)/kT]$. Those lines are the old ones moved down by $kT\ln g_q$, and they cross at $E_F^\times$.

\section{Selenium, a double donor}

\textbf{Q.} What are the degeneracies for selenium? Donors have a factor of 2, I know that much.

\textbf{A.} It is safer to count than to remember a factor. Selenium on a silicon site has six valence electrons. Four go into bonds, and two remain for one non-degenerate orbital. Se$^{2+}$ has that orbital empty, which is one state. Se$^{+}$ has one electron in it, with spin up or down, which is two states. Se$^{0}$ has two electrons with paired spins, which is one state again. So $g_{2+}=1$, $g_{+}=2$, $g_{0}=1$.

Take levels at $-0.60$~eV for $(2{+}/{+})$ and $-0.30$~eV for $(+/0)$, measured from the conduction edge. At 300~K, $kT=25.85$~meV and $kT\ln2=17.9$~meV. Equation~\eqref{cross} gives
\begin{align}
E_F^\times(2{+}/{+})&=-0.600+kT\ln\tfrac12=-0.618\ \text{eV},\\
E_F^\times(+/0)&=-0.300+kT\ln\tfrac21=-0.282\ \text{eV}.
\end{align}

\textbf{Q.} The two shifts have opposite signs, for the same donor!

\textbf{A.} Both favour Se$^{+}$, the state with two microstates. The range of $E_F$ in which it is the most numerous grows at both ends, from 300~meV to $300+2\times17.9=336$~meV. A single donor such as phosphorus has one electron when neutral and none when ionized, so there the neutral state has the spin factor. Its $(+/0)$ crossing moves down, while that of selenium moves up. The label $(+/0)$ does not fix the sign.

\textbf{Q.} And what do I find at my original Fermi energy, $-0.30$~eV?

\textbf{A.} Equation~\eqref{ratio} gives $N_+/N_0=2$, hence two thirds Se$^{+}$ and one third Se$^{0}$. We should ask whether Se$^{2+}$ spoils the count. Its ratio to Se$^{+}$ is $\tfrac12\exp(-0.30/0.02585)=4.6\times10^{-6}$, so its share is $3\times10^{-6}$.

\textbf{Q.} Surely this cures itself on cooling. The shift is proportional to $T$.

\textbf{A.} The shift does shrink: it is 11.9~meV at 200~K and 4.6~meV at 77~K. But the ratio at $E_F=\varepsilon$ contains no temperature. It stays 2 as long as the two spin states are degenerate on the scale of $kT$. What shrinks is the distance in Fermi energy between that point and the point of equal numbers.

\section{Why the Fermi function does not settle it}

\textbf{Q.} Here is what bothers me. The Fermi function is $\tfrac12$ when $E_F$ equals the level. There is no factor of 2 in it.

\textbf{A.} The Fermi function gives the mean occupation of one spin-orbital for electrons that do not interact. Let us apply it to a case where it holds. Take one orbital of energy $\varepsilon$, two spins and no repulsion. Write $x=\exp[(E_F-\varepsilon)/kT]$. The weights for zero, one and two electrons are $1$, $2x$ and $x^2$, with sum $(1+x)^2$. The mean number of electrons is
\begin{equation}
\langle N\rangle=\frac{2x+2x^2}{(1+x)^2}=\frac{2x}{1+x},
\end{equation}
which is twice the Fermi function. At $E_F=\varepsilon$ we have $x=1$, and each spin-orbital is half filled, as you say. Yet the populations of the three charge states are $\tfrac14,\tfrac12,\tfrac14$. Adjacent charge states are in the ratio 2, with no conflict.

\textbf{Q.} So half filling of an orbital and equality of two charge states are different conditions.

\textbf{A.} They are. Repulsion then separates the two transition levels. In the selenium example the separation is 0.30~eV, or 11.6~$kT$, and near either level only two of the three charge states have appreciable weight. What is left is the ratio of 2 between them, and the Fermi function with $E_F=\varepsilon$ as its midpoint no longer describes the occupation.

\textbf{Q.} You assumed one neat orbital. Does the result survive a defect in which electrons hop and repel each other?

\textbf{A.} We can try it on a small model. Put four sites at the corners of a tetrahedron around the impurity. An electron hops between any two sites with amplitude $-t$, where $t=0.11$~eV. Two electrons on the same site repel by $U=0.20$~eV, and every pair of electrons repels by a further $V$. The hopping matrix has $-t$ in every off-diagonal place. The symmetric combination of sites gets $-3t$, and the three combinations orthogonal to it get $+t$. A site energy of $-0.60+3t=-0.27$~eV therefore puts the first level at $-0.60$~eV, and $V=0.258$~eV puts the second at $-0.30$~eV.

With two spins per site there are $2^8=256$ many-electron states. I diagonalized the Hamiltonian numerically, summed the weights of all states with a given electron number, and solved for the $E_F$ at which two sums are equal. The ground levels with zero, one and two electrons contain 1, 2 and 1 states. At 300~K the crossings are at $-0.6179$ and $-0.2821$~eV, in agreement with equation~\eqref{cross}.

A third electron must enter one of the three upper orbitals with either spin, and the ground level is then sixfold. The shift of that crossing is $-46.3$~meV, which is $-kT\ln6$. This third electron belongs to the model; its level lies about 0.4~eV above the conduction edge, and I do not claim such a level for selenium.

\textbf{Q.} How do you know that the degeneracy causes the shift, and not the repulsion?

\textbf{A.} Remove the degeneracy and keep the repulsion. Let the two spin states of Se$^{+}$ be split by $\delta$, to $\pm\delta/2$ about their old energy. The ground energy $E_+$ falls by $\delta/2$, so the transition level $E_0-E_+$ rises by $\delta/2$. Measured from the new ground state, the two spin weights are $1$ and $e^{-\delta/kT}$, so the factor 2 becomes $1+e^{-\delta/kT}$:
\begin{equation}
E_F^\times=\varepsilon_{\rm new}+kT\ln\!\left(1+e^{-\delta/kT}\right),
\qquad \varepsilon_{\rm new}=\varepsilon+\frac{\delta}{2}.
\end{equation}
For $\delta\ll kT$ the logarithm returns to $\ln2$. For $\delta\gg kT$ the shift from the new level vanishes. In the tetrahedral model at 100~K, the shift is 5.97~meV without splitting. With an artificial splitting of 0.15~eV it is $2\times10^{-7}$~meV. The repulsion is the same in both cases.

A real magnetic field is far weaker. At 1~T and a $g$-factor of 2 the splitting is 0.12~meV, small beside $kT$ at 300~K.

\section{What the shift does to a measurement}

\textbf{Q.} Eighteen millielectronvolts sounds like something I could ignore.

\textbf{A.} That depends on what you read off. First compare it with the width of the changeover. Let $f$ be the neutral share of the atoms that are either Se$^{0}$ or Se$^{+}$. By equations~\eqref{ratio} and \eqref{cross}, $f/(1-f)=\exp[(E_F-E_F^\times)/kT]$, so
\begin{equation}
E_F=E_F^\times+kT\ln\frac{f}{1-f}.
\end{equation}
Going from $f=0.1$ to $f=0.9$ takes $kT(\ln9-\ln\tfrac19)=2kT\ln9=114$~meV. The shift is a displacement of about one sixth of this width, so on a coarse plot it is easy to overlook.

Now look at the electron density. As long as the conduction electrons are non-degenerate, $n=N_c\exp(E_F/kT)$, with $E_F$ measured from the band edge. If we set the density-of-states mass to 1.08 electron masses, as a rough input,
\begin{equation}
N_c=2\left(\frac{2\pi m kT}{h^2}\right)^{3/2}=2.82\times10^{19}\ \text{cm}^{-3}
\end{equation}
at 300~K. At your level and at the true crossing,
\begin{align}
n(\varepsilon)&=N_c\,e^{-0.300/0.02585}=2.57\times10^{14}\ \text{cm}^{-3},\\
n^\times&=n(\varepsilon)\,e^{(E_F^\times-\varepsilon)/kT}
=\frac{g_+}{g_0}\,n(\varepsilon)=5.14\times10^{14}\ \text{cm}^{-3}.
\end{align}

\textbf{Q.} A factor of 2 in doping. And the temperature has dropped out of the ratio.

\textbf{A.} Yes, because the shift is proportional to $kT$ and the density depends on $E_F/kT$. If you found half of the selenium neutral at $n=5.14\times10^{14}$~cm$^{-3}$ and identified that Fermi energy with $\varepsilon$, you would place the level at 0.282~eV instead of 0.300~eV below the band.

\section{When the ground-state count is not enough}

\textbf{Q.} Can I now use $g=2$ for the neutral state of any single donor?

\textbf{A.} Not for a shallow one at room temperature. Excited states of the same charge state also carry weight. Replace $g_q$ by the internal partition function, with excitation energies $\Delta_i$ measured from the ground state:
\begin{equation}
Z_q=\sum_i e^{-\Delta_i/kT},\qquad
E_F^\times=\varepsilon(q{+}1/q)+kT\ln\frac{Z_{q+1}}{Z_q}.
\label{general}
\end{equation}
The derivation is unchanged; we add unequal weights instead of equal ones.

Phosphorus shows the effect. Silicon has six conduction valleys, so the lowest donor orbital comes in six versions, which the donor core mixes. I take rough couplings of $-1.7$~meV between opposite valleys and $-2.2$~meV between the others. The symmetric mixture has energy $-1.7-4\times2.2=-10.5$~meV. Three odd mixtures, each of two opposite valleys, have $+1.7$~meV. Two more have $-1.7+2\times2.2=+2.7$~meV. The excitations are thus 12.2~meV for three orbitals and 13.2~meV for two. With two spins each,
\begin{equation}
Z_0=2+6e^{-12.2/25.85}+4e^{-13.2/25.85}=8.14 .
\end{equation}
The ionized donor has $Z_+=1$. The crossing therefore lies $kT\ln8.14=54$~meV below $\varepsilon$, where $g=2$ would give 18~meV. Higher donor orbitals are left out. Counted in the same way, the next shell of hydrogen-like orbitals would move the crossing down by roughly another 20~meV, and the highest orbitals merge with the band, so that their count needs a cutoff. The plain sum gives about 80~meV if it stops at a binding energy of 5~meV and about 130~meV if it stops at 1~meV, while a convergent convention that assigns the weakly bound part of the weight to the band (the Planck--Larkin count) gives only about 40~meV. Take 54~meV as a sign that $g=2$ is not enough, and not as a final value.

\textbf{Q.} Why does selenium escape this?

\textbf{A.} Its electrons are bound much more deeply. In the tetrahedral model the first excitations are at 0.44~eV for Se$^{+}$ and 0.40~eV for Se$^{0}$, with Boltzmann factors below $10^{-6}$ at 300~K. Those energies follow from my choice of $t$ and $U$. What matters is the sum of all excited weights, so the excitations must be many $kT$ high and not too numerous. Real Se$^{0}$ also has shallow excited orbitals below the band, roughly 0.27~eV or more above its ground state. Each such state has a weight below $10^{-4}$ at 300~K, but with six valleys and four spin states per orbital they are many. The lowest two shells, about a hundred states, change $Z_0$ by well under 1\%. The higher ones need a cutoff, as for phosphorus; counted out to the screening length at the doping used here they number a few thousand, change $Z_0$ by a few per cent and lower the crossing by about 1~meV, still small beside 18~meV.

\textbf{Q.} And acceptors?

\textbf{A.} Use the same equation and watch the order of the charges. For boron the pair is $(0/-)$, so neutral boron is the state $q+1$. It holds one hole from the top of the valence band, where orbital momentum 1 and spin $\tfrac12$ combine to $\tfrac32$, giving four states. The negative ion has one. Counting only these states, the crossing is $kT\ln4=35.8$~meV above $\varepsilon$. If the two states with momentum $\tfrac12$ lie about 44~meV higher, as in the valence band, then $Z_0=4+2e^{-44/25.85}=4.36$ and the shift becomes 38.1~meV. In the bound state the splitting can be smaller than in the band, which would raise the shift by a few meV. Boron is shallow too, and its higher hole orbitals, left out here, would increase the shift further.

\textbf{Q.} Vibrations are excited states too.

\textbf{A.} They are, and equation~\eqref{general} covers them. A mode of quantum $\hbar\omega$, measured from its ground state, contributes a factor $\sum_n e^{-n\hbar\omega/kT}=1/(1-e^{-\hbar\omega/kT})$. If all modes kept their frequencies when the charge changed, the factors would cancel. Suppose instead that 12 modes of 40~meV stiffen in the more positive state, so that their frequencies are 5\% higher there. The extra shift is
\begin{equation}
12\,kT\ln\frac{1-e^{-40/25.85}}{1-e^{-42/25.85}}=-6.2\ \text{meV}.
\end{equation}
It is negative because stiffer modes have fewer thermally accessible states. The mode count and the stiffening are assumptions made to judge the size, and that size is a third of the spin term.

\textbf{Q.} How far can I trust $-0.282$~eV for a real wafer?

\textbf{A.} The levels at 0.3 and 0.6~eV are rough values for isolated substitutional selenium in silicon, so the absolute position is no better than they are. The doping is ordinary: let phosphorus set the Fermi energy, with a trace of $10^{12}$~cm$^{-3}$ selenium. At the crossing, selenium can supply at most two electrons per atom, or 0.4\% of $n$. With a phosphorus level 46~meV below the band, a share of about $10^{-3}$ of the phosphorus is neutral, or a few times that if higher donor orbitals are counted. At that density $n^{-1/3}$ is 125~nm, and the mean distance to the nearest of randomly placed dopants is about 70~nm. The Coulomb energy of two charges at these distances, with a dielectric constant of about 12, is 1 to 2~meV. The weakest assumption is that $\varepsilon$ keeps its distance from the conduction edge between 0 and 300~K. The gap of silicon narrows by roughly 45~meV over that range. A level that kept its distance from the valence edge instead would come closer to the conduction edge by that amount, which is more than twice the spin shift.

\textbf{Q.} Then the correction I was missing may be smaller than one I had not thought of.

\textbf{A.} In absolute position, yes. So state the band edge and the temperature to which a level refers. The thermal motion of the level and the counting of spin states are separate contributions, and knowing one does not remove the other. The vibrational count, by contrast, is part of that thermal motion and must not be added twice. If you had the right level at 300~K, with the vibrational free energy included but not the spin factor, and set $E_F$ equal to it, you would still find two Se$^{+}$ for every Se$^{0}$.

Numbers in the example were calculated in double precision.
